# Relative Silicon Absorption from Photoluminescence with an Iterated Self-Absorption Correction

A silicon wafer illuminated by a laser glows weakly in the near infrared. Close to the band gap it absorbs so little that a transmission measurement must find a small loss in a large signal. Its photoluminescence is easier to see there, because the carriers that can emit lie near the band edges. Emission and absorption use the same transitions, so the glow should contain the absorption spectrum. How can it be extracted when part of the light is reabsorbed before leaving the wafer?

## What the glow measures

Let the electrons and holes each be in thermal equilibrium at temperature $T$, with quasi-Fermi levels separated by $\Delta\mu$. Silicon has an indirect gap, so a phonon of energy $E_p$ takes part in the optical transition. Consider states at $E_c$ and $E_v$ with occupations $f_c$ and $f_v$, and let $N=1/(e^{E_p/kT}-1)$ be the phonon occupation.

If a photon of energy $E$ is absorbed together with a phonon, then $E_c-E_v=E+E_p$. The upward rate is proportional to $f_v(1-f_c)N$, and the reverse rate, which emits a phonon, to $f_c(1-f_v)(N+1)$, with the same matrix element. Fermi functions give

$$\frac{f_v(1-f_c)}{f_c(1-f_v)}=e^{(E_c-E_v-\Delta\mu)/kT},\qquad \frac{N}{N+1}=e^{-E_p/kT}.$$

The product of the two ratios is

$$\frac{\text{up}}{\text{down}}=e^{(E+E_p-\Delta\mu)/kT}e^{-E_p/kT}=e^{(E-\Delta\mu)/kT}.$$

If absorption instead emits a phonon, $E_c-E_v=E-E_p$ and the phonon factors are interchanged, so the result is the same. Spontaneous emission per optical mode, divided by net absorption, is therefore

$$\frac{\text{down}}{\text{up}-\text{down}}=\frac{1}{e^{(E-\Delta\mu)/kT}-1}.$$

To turn this into a radiance, count modes. Two polarizations in a wavevector element give $2k^2dk/(2\pi)^3$ modes per volume and solid angle. Multiplication by the group velocity $d\omega/dk$ gives a flux and removes the dispersion factor. With $k=nE/(\hbar c)$ and $d\omega=dE/\hbar$, the internal radiance that would balance emission is

$$n^2b(E),\qquad b(E)=\frac{2E^2}{h^3c^2}\frac{1}{e^{(E-\Delta\mu)/kT}-1}.$$

The material emits $\alpha n^2b$ photons per volume, solid angle and energy, where $\alpha$ is the band-to-band absorption coefficient. At near-normal exit, Snell's law makes the outside angle $n$ times the inside angle, so $d\Omega_{\rm in}=d\Omega_{\rm out}/n^2$ and the factor $n^2$ cancels.

Now take a polished slab of thickness $W$ in air, with reflectance $R$ at both faces and uniform $T$ and $\Delta\mu$. Measure depth $z$ from the detection face and set $x=\alpha W$, $t=e^{-x}$. Light can go directly to that face or reach it after a rear reflection, and each further round trip multiplies it by $R^2t^2$. The two depth integrals are

$$\alpha\int_0^W e^{-\alpha z}dz=1-t,\qquad \alpha\int_0^W e^{-\alpha(2W-z)}dz=t(1-t).$$

Summing the round trips and transmitting a fraction $1-R$ gives the emissivity

$$A(x)=\frac{(1-R)(1-t)(1+Rt)}{1-R^2t^2}=\frac{(1-R)(1-t)}{1-Rt}.$$

Intensities have been added, which assumes that interference fringes are averaged out. The measured spectrum, corrected for instrument response and expressed as photons per unit energy, is then

$$S(E)\propto A(x)\frac{E^2}{e^{(E-\Delta\mu)/kT}-1}.$$

A spectrum recorded per unit wavelength must first be multiplied by $\lambda^2/(hc)$, because $|dE|=hc\,d\lambda/\lambda^2$.

## The naive scheme and its failure

When $E-\Delta\mu\gg kT$, the $-1$ can be dropped. The unknown $\Delta\mu$ then enters as a common factor $e^{\Delta\mu/kT}$, and the thermal photon factor is removed by forming

$$y(E)=\frac{S(E)e^{E/kT}}{E^2}\propto A(x).$$

The naive scheme calls $y$ the relative absorption coefficient. For small $x$ this is justified. Using $1-t\simeq x-x^2/2$ and $1-Rt\simeq(1-R)+Rx$,

$$A\simeq x\left(1-\frac{x}{2}\right)\left(1-\frac{Rx}{1-R}\right)\simeq x\left[1-\frac{1+R}{2(1-R)}x\right].$$

The leading term contains no $1-R$: in a weakly absorbing slab, light turned back at one attempt gets further attempts to leave. At large $x$, however, $A$ approaches $1-R$ whatever $\alpha$ does. The glow then comes from a layer about $1/\alpha$ thick, and a larger emission rate is offset by a thinner contributing layer.

A synthetic spectrum shows the size of the failure. Take $W=180$ µm, $T=300$ K, $kT=25.852$ meV, $\Delta\mu=0.60$ eV and $n=3.5$, so $R=(2.5/4.5)^2=0.3086$. For parabolic bands and constant matrix elements, the pair states sharing excess energy $a$ contribute

$$\int_0^a\sqrt{\epsilon(a-\epsilon)}\,d\epsilon=\frac{\pi a^2}{8}.$$

At low injection $f_v\simeq1$ and $f_c\simeq0$, which gives the test spectrum

$$\alpha=C\left[N(E-E_g+E_p)^2+(N+1)(E-E_g-E_p)^2\right],$$

with each square present only above its threshold. The rough silicon-like values are $E_g=1.12$ eV, $E_p=58$ meV and $C=8000$ cm$^{-1}$eV$^{-2}$, with $N=0.1187$. At 1.25 eV, for example,

$$\alpha=8000\left[0.1187(0.188)^2+1.1187(0.072)^2\right]\simeq80\ {\rm cm^{-1}},$$

so $x=1.439$. Normalized at 1.18 eV, the true relative absorption there is 6.03, while the naive result is 2.935, about 51% too low. At 1.08 eV the naive value is 22% too high, although $x$ is only 0.0055. The fault at that end lies in the normalization: at 1.18 eV self-absorption has already reduced $A/x$ to $0.1939/0.2386=0.813$, and dividing by this depressed value raises the weak-absorption end.

## Why one absolute value is needed

The first-order formula suggests a simple repair, but its correction depends on $x$ itself, not on a relative spectrum. At $x=1.439$ it even predicts a negative $A$, so it cannot serve across this window.

The missing scale is a real ambiguity. Choose any positive constant $c$ for which $cA(x)<1-R$ throughout the window, and define $x'$ by $A(x')=cA(x)$. Both spectra give the same relative photoluminescence. When all $x$ and $x'$ are small, $x'\simeq cx$ and the relative absorption is unaffected. Otherwise $A$ is nonlinear and the shapes differ. Relative photoluminescence alone therefore does not determine relative absorption once self-absorption matters.

One known value, $x_0=\alpha(E_0)W$, fixes the scale. It can come from transmission at an energy where the loss is substantial. Here $E_0=1.18$ eV, $\alpha=13.255$ cm$^{-1}$ and $x_0=0.2386$; a single pass absorbs $1-e^{-0.2386}=21\%$. The anchored absorptivity is

$$Y(E)=A(x_0)\frac{y(E)}{y(E_0)}.$$

A resolved high-energy plateau at $A=1-R$ could supply the scale instead. This window does not reach it: at 1.26 eV, $A=0.604$ while $1-R=0.691$.

## An iteration that restores the lost light

Write $A(x)=x\,g(x)$, where $g$ is the factor by which self-absorption reduces the signal. If $g$ were known, $x=Y/g$ would follow at once. Since it depends on the answer, start with $x_0^{\rm it}=Y$ and repeat

$$x_{k+1}=\frac{Y}{g(x_k)}=\frac{Yx_k}{A(x_k)}.$$

The superscript distinguishes the starting iterate from the anchor $x_0$.

Convergence follows from the shape of $A$. Differentiating with respect to $t$,

$$\frac{dA}{dt}=(1-R)\frac{-(1-Rt)+R(1-t)}{(1-Rt)^2}=-\frac{(1-R)^2}{(1-Rt)^2}.$$

Since $dt/dx=-t$,

$$A'=\frac{(1-R)^2t}{(1-Rt)^2}>0,\qquad A''=-\frac{(1-R)^2t(1+Rt)}{(1-Rt)^3}<0.$$

Also $A(0)=0$ and $A'(0)=1$. A concave curve lies below its tangent at the origin, so $A(x)<x$ for $x>0$, and its chord slope $A/x$ decreases with $x$. The iteration function $\phi(x)=Yx/A(x)$ therefore increases.

For $0<Y<1-R$ there is one root $x_*$ with $A(x_*)=Y$, and the start $Y=A(x_*)$ lies below it. Whenever $x_k<x_*$,

$$\frac{x_{k+1}}{x_k}=\frac{Y}{A(x_k)}>1,\qquad x_{k+1}=\phi(x_k)<\phi(x_*)=x_*.$$

The iterates rise without overshooting and must converge to $x_*$. If noise or a wrong scale makes $Y\ge1-R$, no finite root exists and the iterates grow without limit, though very slowly when $Y$ is close to $1-R$. Such a point yields no value of $\alpha$, and stopping after a fixed number of steps would merely conceal the failure. Where noise makes such failures common, dropping only the failed points biases the remaining values low, so the window should end below that energy.

For this slab the equation can also be solved directly. From $Y(1-Rt)=(1-R)(1-t)$, collecting the terms in $t$ gives

$$t=\frac{1-R-Y}{1-R-RY},\qquad x_*=\ln\frac{1-R-RY}{1-R-Y}.$$

For a polished slab this inverse is the quicker choice. The iteration is useful when $A(x)$ is available only numerically, provided that it is increasing and concave with $A(0)=0$, and that a root exists. Any positive start then works: from above the root, the same argument makes the iterates fall towards it.

## One point followed through

At 1.25 eV the expected count is 84,070, against 382,760 at the anchor. Thermal removal gives

$$\frac{y(E)}{y(E_0)}=\frac{84070}{382760}\,e^{0.07/0.025852}\left(\frac{1.18}{1.25}\right)^2=2.935,$$

and hence $Y=0.1939\times2.935=0.5691$. Since $A(0.5691)=0.3635$, the first update is

$$x_1=\frac{0.5691^2}{0.3635}=0.891.$$

Later iterates are $x_2=1.086$, $x_5=1.339$, $x_{10}=1.426$ and $x_{20}=1.4388$, approaching 1.4391. The direct inverse gives $\ln(0.5157/0.1223)=1.439$.

The speed near the root follows from

$$\phi'(x_*)=\frac{Y}{A}-\frac{Yx_*A'}{A^2}=1-s,\qquad s=\frac{d\ln A}{d\ln x}=\frac{xt(1-R)}{(1-t)(1-Rt)}.$$

At 1.25 eV, $s=0.334$, so each late step leaves a fraction 0.666 of the error. The ratio measured from the iterates is also 0.666. Reaching 0.1% takes 16 steps here, but one step at 1.10 eV.

This affects the stopping rule. If $e_k=x_*-x_k$, then near convergence $e_{k+1}=(1-s)e_k$ and the last step is $x_{k+1}-x_k=se_k$. The remaining error is $(1-s)/s$ times that step, or twice the step at 1.25 eV. A small step alone is not an equally small error.

## The price of undoing saturation

The same $s$ controls noise. Since $d\ln Y=s\,d\ln x$, a small fractional error in $Y$ grows by $1/s$. The gain tends to one for small $x$. For large $x$, $s\simeq(1-R)xe^{-x}$, so the gain is approximately $e^x/[(1-R)x]$. Slow convergence and noise amplification have one cause: a saturated signal hardly responds to $\alpha$. A faster solver would remove the slowness but not the amplification.

For independent counts $M$ at $E$ and $M_0$ at the anchor, the fractional variances $1/M$ and $1/M_0$ add, giving

$$\sigma_{\ln x}=\frac1s\sqrt{\frac1M+\frac1{M_0}}.$$

At 1.25 eV this is $2.997\times0.00381=1.14\%$. An ensemble of 4000 simulated measurements gives a spread of 1.14% as well.

The synthetic data were made by numerical integration over depth and an explicit sum of reflections, with the full Bose factor. Poisson noise was added at a peak of $10^6$ counts. The inversion received the counts, $T$, $R$ and the true anchor, but neither $\Delta\mu$ nor the absorption law. Values of $\alpha/\alpha(E_0)$ are:

| $E$ (eV) | true | naive | corrected, noisy | expected error (%) |
|---|---:|---:|---:|---:|
| 1.08 | 0.0232 | 0.0284 | 0.0232 | 0.22 |
| 1.10 | 0.103 | 0.124 | 0.104 | 0.20 |
| 1.14 | 0.436 | 0.488 | 0.436 | 0.22 |
| 1.22 | 2.98 | 2.14 | 2.97 | 0.51 |
| 1.25 | 6.03 | 2.935 | 6.09 | 1.14 |
| 1.26 | 7.35 | 3.11 | 7.29 | 1.62 |

Over all 37 energies the root-mean-square relative error falls from 25.6% for the naive result to 0.40% for this noisy, corrected spectrum. Without noise it is $2.5\times10^{-7}\%$. These figures test the inversion when its assumptions hold; they are not the accuracy of a laboratory measurement.

## Errors that counting longer will not remove

If the assumed temperature is too high by $\delta T$, the exponent $(E-E_0)/kT$ changes by $-(E-E_0)\delta T/(kT^2)$, so to first order

$$\delta\ln\frac{x}{x_0}=-\frac{E-E_0}{s\,kT^2}\delta T.$$

For 1 K at 1.25 eV this predicts $-2.7\%$; the full inversion gives $-2.6\%$. Below the anchor the sign reverses, giving $+1.1\%$ at 1.10 eV.

An anchor error changes every $\ln Y$ by $s_0\,\delta\ln x_0$, where $s_0$ is the elasticity at the anchor. Dividing by $s$ and subtracting the anchor's own change leaves

$$\delta\ln\frac{x}{x_0}=\left(\frac{s_0}{s}-1\right)\delta\ln x_0.$$

With $s_0=0.809$, an anchor 5% too high gives about $+7\%$ at 1.25 eV by this linear law and $+8.0\%$ in the full inversion. The difference is the nonlinearity of $A$. This wrong spectrum reproduces the original relative photoluminescence to within one part in $10^6$ at all 37 energies, so a good fit cannot reveal the error.

The uniform splitting is also an approximation. With carriers generated at the detection face, no recombination at the opposite face and diffusion length $L$, the excess density obeys $u''=u/L^2$ and $u'(W)=0$, hence $u\propto\cosh[(W-z)/L]$. At low injection $e^{\Delta\mu/kT}\propto u$, and the splitting falls through the wafer by $kT\ln\cosh(W/L)$. For $L=1000$ µm this is 0.42 meV, and the recovered relative absorption at 1.25 eV is 0.45% too high. This is a favourable case. A shorter diffusion length steepens the profile quickly: the error is about $+1.8\%$ for $L=500$ µm and $+5\%$ for $L=300$ µm. Recombination at the rear face with velocity $S_r$ adds a term $(S_rL/D)\sinh[(W-z)/L]$ to $u$; for $L=1000$ µm and a diffusivity $D=27$ cm$^2$/s the error is then $+1.3\%$ at $S_r=50$ cm/s, $+2.2\%$ at 100 cm/s and about $+15\%$ at 1000 cm/s.

Free carriers absorb without producing band-to-band light. If they add $x_f$ to the optical depth, the emissivity becomes $x\,g(x+x_f)$: the source still contains the band-to-band $x$, and only the escape factor changes. For a rough coefficient of 0.03 cm$^{-1}$, $x_f=0.00054$ and the error at 1.25 eV is 0.055%, provided the anchor is purely band-to-band. Transmission, by contrast, responds to the sum of both absorptions; an anchor taken from it without subtracting $x_f$ raises the error to about 0.4%.

The example is meant to resemble a thin, polished silicon wafer, passivated by a film no more than about 10 nm thick, so that the bare-surface $R$ nearly holds. For 10 nm films of index 2 on both faces, using the bare-surface $R$ causes an error below 1% at 1.25 eV if the anchor is exact, but about $-3\%$ if the anchor comes from transmission evaluated with that $R$. Thicker passivating films, such as the usual 75 nm of silicon nitride, act as antireflection coatings, and the bare-surface $R$ then fails badly. The wafer's thickness, gap and phonon energy are in the usual silicon range, while the absorption law, with its single phonon energy, leaves out other phonon branches, excitonic structure and multiphonon processes. The inversion does not use that law. A real refractive index varies with energy: replacing 3.5 by the rough form $3.55+0.3(E-1.18)$, with $E$ in eV, in the synthetic data shifts the result at 1.25 eV by $-2.1\%$ if the anchor is exact. More than half of this comes from the offset between 3.50 and 3.55, the rest from the variation with energy. If the anchor is instead taken from a transmission value evaluated with the same wrong $R$, the extra reflection loss is read as absorption: the anchor is then 5.1% too high and the result at 1.25 eV about 5.6% too high. A ray leaving at 30° has a 1.0% longer internal path and gives $-1.4\%$, with $R$ held at its normal-incidence value. This size holds for unpolarized detection; at 30° the s and p reflectances are 0.360 and 0.258, and detecting only one polarization while inverting with the normal-incidence $R$ gives about $-12\%$ (s) or $+11\%$ (p). A resolution of 3 meV gives $-0.1\%$ and is wider than the estimated fringe spacing $hc/(2nW)=0.98$ meV, which dispersion reduces a little further. Textured surfaces, a rear mirror or an antireflection film change $A(x)$ itself; their effect is not sized here, and the polished-slab formula should not be used for them.

For this wafer the anchor, the temperature, the reflectance and the instrument's spectral response deserve attention before longer counting does. So does the carrier profile, unless the diffusion length is near 1 mm or longer and the rear recombination velocity is well below 50 cm/s. At 1.25 eV, a 5% anchor error or a 1 K temperature error exceeds the 1.1% counting error, and so does a 1% relative error in $R$ when the anchor comes from transmission. A 1% error in the response at 1.25 eV relative to that at the anchor changes the result by about 3%. Extending the window upward adds points at which all these errors in $Y$ are amplified more strongly. The remaining values are in the numerical output below.

## Table of computed values

```
T = 300 K, kT = 25.852 meV, splitting = 0.60 eV
thickness = 180 um, index = 3.50, R = 0.3086
gap = 1.120 eV, phonon = 58.0 meV, N = 0.1187
absorption strength C = 8000 1/(cm eV^2)
anchor: E0 = 1.180 eV, alpha = 13.255 1/cm
anchor: x0 = 0.2386, A(x0) = 0.1939
energy grid: 1.08 to 1.26 eV, 37 points
PL peak on grid = 1.115 eV, 1000000 counts
peak radiance = 4.005e+12 photons/(cm^2 s sr eV)
E(eV) alpha(1/cm) x=alpha*W Y expected_counts
1.08 0.308 0.0055 0.0055 435882
1.10 1.371 0.0247 0.0241 913203
1.14 5.776 0.1040 0.0946 818795
1.18 13.255 0.2386 0.1939 382760
1.22 39.487 0.7108 0.4146 186194
1.25 79.948 1.4391 0.5691 84070
1.26 97.395 1.7531 0.6039 61569
alpha/alpha(E0): E(eV) true uncorrected clean noisy sigma(%)
1.08 0.0232 0.0284 0.0232 0.0232 0.22
1.10 0.1034 0.1244 0.1034 0.1036 0.20
1.14 0.4358 0.4878 0.4358 0.4356 0.22
1.18 1.0000 1.0000 1.0000 1.0000 0.00
1.22 2.9790 2.1382 2.9790 2.9741 0.51
1.25 6.0316 2.9350 6.0316 6.0939 1.14
1.26 7.3479 3.1146 7.3479 7.2859 1.62
E(eV) s gain=1/s steps_to_0.1%
1.08 0.9948 1.005 1
1.10 0.9771 1.023 1
1.14 0.9089 1.100 2
1.18 0.8088 1.236 4
1.22 0.5593 1.788 8
1.25 0.3337 2.997 16
1.26 0.2683 3.727 21
iterates x_k at 1.25 eV: x0=0.5691, x1=0.8908, x2=1.0860, x3=1.2088, x5=1.3391, x10=1.4261, x20=1.4388
convergence ratio at 1.25 eV: seen 0.6663, 1-s 0.6663
rms error: uncorrected 25.56 %, noisy corrected 0.40 %
rms error, noise-free corrected = 2.5e-07 %
ensemble spread at 1.25 eV = 1.138 %, law 1.141 %
neglected effect: error of relative alpha at 1.10, 1.25 eV (%)
splitting falls with depth: -0.018, +0.454
free-carrier absorption: -0.007, +0.055
assumed T 1 K too high: +1.058, -2.625
anchor 5 % too high: -0.855, +7.976
index 3.55+0.3(E-1.18): +0.213, -2.061
resolution 3 meV FWHM: -0.205, -0.133
ray at 30 deg outside: +0.178, -1.449
diffusion length = 1000 um, splitting drop = 0.417 meV
free-carrier alpha = 0.030 1/cm; oblique path factor = 1.0104
fringe spacing = 0.984 meV; resolution = 3.0 meV
largest dropped Bose term = 8.64e-09
depth quadrature shift, 20 to 40 nodes = 1.4e-15
```
